\section*{Wavevector folding and image weights in Wannier interpolation of electron-phonon elements, part 2}

Band data in the Wannier gauge are known on a grid of wavevectors and must be interpolated between its points; the question is which lattice vector each real-space element belongs to. Hartree atomic units are used. Lattice vectors are $\mathbf R=R_1\mathbf a_1+R_2\mathbf a_2$, reciprocal vectors obey $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, and the grid is $\mathbf k=(i_1\mathbf b_1+i_2\mathbf b_2)/N$, $i_j=0,\dots,N-1$. Supercell vectors $\mathbf T=N(t_1\mathbf a_1+t_2\mathbf a_2)$ obey $e^{i\mathbf k\cdot\mathbf T}=1$ on the grid. Lattice vectors that differ by some $\mathbf T$ are images of each other and form one class; there are $N^2$ classes.

For an isolated group of Bloch states $\psi_{n\mathbf k}$ of the Hamiltonian $H$, with energies $\varepsilon_{\mathbf k}$, a unitary $U_{\mathbf k}$, periodic in $\mathbf k$, defines the Wannier functions:
\begin{equation}
\psi^W_{n\mathbf k}=\sum_m\psi_{m\mathbf k}(U_{\mathbf k})_{mn},\qquad
w_{n\mathbf R}=\frac1{N^2}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}\psi^W_{n\mathbf k},\qquad
\psi^W_{n\mathbf k}=\sum_{\mathbf R\in\text{classes}}e^{i\mathbf k\cdot\mathbf R}w_{n\mathbf R}.
\label{eq:wan}
\end{equation}
They are periodic over the supercell, normalised in it, and centred at $\mathbf R+\boldsymbol\tau_n$. A space-group operation $\hat O$, $\mathbf r\to S\mathbf r+\mathbf f$, that maps the grid onto itself defines
\begin{equation}
S\boldsymbol\tau_n+\mathbf f=\boldsymbol\tau_{n'}+\mathbf L_n ,
\label{eq:L}
\end{equation}
with $\mathbf L_n$ a lattice vector. In the projection gauge, with one isotropic trial orbital per centre, $\hat Ow_{n\mathbf R}=w_{n',S\mathbf R+\mathbf L_n}$.

The example is the lowest two bands of a honeycomb of Gaussian wells $v=-V_0e^{-r^2/2\sigma^2}$, with $a=5$ bohr, $V_0=3$ Ha, $\sigma=1$ bohr, $E_{\rm cut}=25$ Ha and $N=4$. The axes are $\mathbf a_1=a(1,0)$, $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}2)$; the origin is a hexagon centre, $\boldsymbol\tau_A=(\mathbf a_1+\mathbf a_2)/3$, $\boldsymbol\tau_B=2\boldsymbol\tau_A$, and the bond length is $d=a/\sqrt3$. "The program" computes this model; its output is listed at the end of the text.

\subsection{Aliasing}

The Wannier-gauge Hamiltonian $H^W(\mathbf k)=U^\dagger_{\mathbf k}\varepsilon_{\mathbf k}U_{\mathbf k}$ is periodic and has a Fourier series $\sum_{\mathbf R'}e^{i\mathbf k\cdot\mathbf R'}H(\mathbf R')$ over all lattice vectors. Its discrete transform is
\begin{equation}
\tilde H_{mn}(\mathbf R)=\frac1{N^2}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}H^W_{mn}(\mathbf k)
=\sum_{\mathbf R'}H_{mn}(\mathbf R')\frac1{N^2}\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf R'-\mathbf R)}
=\sum_{\mathbf T}H_{mn}(\mathbf R+\mathbf T),
\end{equation}
because the grid sum is $1$ when $\mathbf R'-\mathbf R$ is a supercell vector and $0$ otherwise. The program tests the same identity between $N=4$ and $N=8$. By Eq.~(\ref{eq:wan}), $\tilde H_{mn}(\mathbf R)=\langle w_{m\mathbf 0}|H|w_{n\mathbf R}\rangle$ over the supercell. An interpolation scheme is a set of weights $\omega_{mn}(\mathbf R)$ in
\begin{equation}
H_{mn}(\mathbf k)=\sum_{\mathbf R}\omega_{mn}(\mathbf R)\,e^{i\mathbf k\cdot\mathbf R}\,\tilde H_{mn}(\mathbf R).
\label{eq:interp}
\end{equation}
On the grid all images of a class have the same phase, so Eq.~(\ref{eq:interp}) inverts the discrete transform whenever $\sum_{\mathbf T}\omega_{mn}(\mathbf R+\mathbf T)=1$ for every class. Agreement on the grid therefore says nothing about where the weight was put.

\section{Wigner-Seitz vectors for each pair}

\subsection{Construction}

When $H_{mn}(\mathbf R)$ decays with the separation $\mathbf x=\mathbf R+\boldsymbol\tau_n-\boldsymbol\tau_m$ of the two orbitals, the aliased sum is dominated by the nearest images. For each pair $(m,n)$ and each class:
\begin{enumerate}
\item form the candidates $\mathbf R_0+\mathbf T$ for $\mathbf T$ in a block of supercells ($t_j=-2,\dots,2$ in the program);
\item compute $|\mathbf R_0+\mathbf T+\boldsymbol\tau_n-\boldsymbol\tau_m|$ and keep those within a tolerance of the minimum;
\item with $N_{mn}$ candidates kept, give each the weight $\omega_{mn}=1/N_{mn}$.
\end{enumerate}
Call this scheme P. A vector $\mathbf R$ is kept exactly when $|\mathbf x|\le|\mathbf x-\mathbf T|$ for all $\mathbf T$, that is, when $\mathbf x$ lies in the closed Wigner-Seitz cell of the supercell lattice, and $N_{mn}$ is the number of $\mathbf T$, zero included, with equality. Testing each $\mathbf R$ of a large box in this way is a second construction that never refers to classes. Each class contributes $N_{mn}\cdot1/N_{mn}=1$, so $\sum_{\mathbf R}1/N_{mn}(\mathbf R)=N^2$, and in the second construction a failure of this sum rule exposes a box or a block that is too small. In the first construction the sum is $N^2$ for any block, even one that misses the nearest images, so there it tests nothing. The program tests that both constructions give the same vectors and degeneracies and that the sum rule holds for the second.

Omitting the pair-dependent weights can mean three things. Scheme O uses $|\mathbf R|$ in place of $|\mathbf x|$ for all pairs, with its own degeneracy weights. Scheme F keeps one of the P images per class with weight $1$. Scheme U keeps all P images with weight $1$.

For the honeycomb, $|x_1\mathbf a_1+x_2\mathbf a_2|^2=a^2(x_1^2+x_2^2+x_1x_2)$. The supercell hexagon for $N=4$ has face centres at distance $2a$ and corners at $4a/\sqrt3=4d$. For AA the shells $0,a,\sqrt3a$ hold $1+6+6=13$ interior vectors and the six vectors of length $2a$ lie on faces with degeneracy 2: $19$ vectors, $13+6/2=16$. For AB, $\mathbf x=\mathbf R+(\tfrac13,\tfrac13)$; the shells $d,2d,\sqrt7d$ hold $3+3+6=12$ interior vectors, the six of length $\sqrt{13}d$ lie on faces, and three of length $4d$ lie on corners with degeneracy 3: $21$ vectors, $12+6/2+3/3=16$.

\subsection{Hermiticity}

From $H^W=H^{W\dagger}$ follows $\tilde H_{nm}(-\mathbf R)=\tilde H_{mn}(\mathbf R)^*$. The map $(m,n,\mathbf R)\to(n,m,-\mathbf R)$ sends $\mathbf x$ to $-\mathbf x$ and $\mathbf R$ to $-\mathbf R$, so $\omega_{nm}(-\mathbf R)=\omega_{mn}(\mathbf R)$ in P, O and U. Then
\begin{equation}
H_{nm}(\mathbf k)=\sum_{\mathbf R}\omega_{nm}(-\mathbf R)e^{-i\mathbf k\cdot\mathbf R}\tilde H_{nm}(-\mathbf R)=H_{mn}(\mathbf k)^* .
\end{equation}
In F the outcome depends on the parity of $N$. A class of AA contains both $\mathbf R$ and $-\mathbf R$ when $2\mathbf R$ is a supercell vector. For even $N$ three classes besides that of $\mathbf 0$ are of this kind (for $N=4$ they are the three face classes); only one image is kept, so no choice of tie-break can satisfy the condition. For odd $N$ there is no such class, and a tie-break that keeps $-\mathbf R$ whenever it keeps $\mathbf R$ leaves $H_{AA}$ real. The program's F keeps $(0,-2)$, $(-2,0)$ and $(-2,2)$, three classes related by symmetry with $\tilde H_{AA}=0.000650$ Ha. At $\mathbf k_0=(0.31,0.17)$ in reduced coordinates,
\begin{align}
|H_{AA}-H_{AA}^*|&=2(0.000650)\,|\sin(-0.68\pi)+\sin(-1.24\pi)+\sin(-0.56\pi)|\nonumber\\
&=0.001300\,|-0.844+0.685-0.982|\approx1.48\times10^{-3}\ \text{Ha},
\end{align}
which accounts for the printed violation $1.485\times10^{-3}$ Ha.

\subsection{Covariance}

Since $\hat O$ commutes with $H$, and a common lattice translation of both orbitals changes nothing,
\begin{equation}
\tilde H_{mn}(\mathbf R)=\langle w_{m'\mathbf L_m}|H|w_{n',S\mathbf R+\mathbf L_n}\rangle=\tilde H_{m'n'}(\mathbf R'),\qquad \mathbf R'=S\mathbf R+\mathbf L_n-\mathbf L_m .
\end{equation}
By Eq.~(\ref{eq:L}), in which $\mathbf f$ cancels between the two centres,
\begin{equation}
\mathbf R'+\boldsymbol\tau_{n'}-\boldsymbol\tau_{m'}=S\mathbf R+(\boldsymbol\tau_{n'}+\mathbf L_n)-(\boldsymbol\tau_{m'}+\mathbf L_m)=S(\mathbf R+\boldsymbol\tau_n-\boldsymbol\tau_m).
\end{equation}
Lengths are kept and $S$ permutes the supercell vectors, so nearest images go to nearest images and $\omega_{m'n'}(\mathbf R')=\omega_{mn}(\mathbf R)$ in P and U. With $S\mathbf k\cdot S\mathbf R=\mathbf k\cdot\mathbf R$,
\begin{equation}
H_{m'n'}(S\mathbf k)=\sum_{\mathbf R}\omega_{mn}(\mathbf R)\tilde H_{mn}(\mathbf R)e^{iS\mathbf k\cdot(S\mathbf R+\mathbf L_n-\mathbf L_m)}
=e^{-iS\mathbf k\cdot\mathbf L_m}H_{mn}(\mathbf k)\,e^{iS\mathbf k\cdot\mathbf L_n}.
\label{eq:cov}
\end{equation}
This is a unitary transformation, so the interpolated bands at $S\mathbf k$ and $\mathbf k$ coincide at every $\mathbf k$. In O the weights follow $|\mathbf R|$, and $|\mathbf R'|=|\mathbf R|$ for all $\mathbf R$ only if $\mathbf L_n=\mathbf L_m$. An operation is guaranteed to survive in O if all $\mathbf L_m$ are equal. This holds for every operation when all centres coincide, and then O is P.

In the honeycomb, subtracting Eq.~(\ref{eq:L}) for the two sites gives $S\mathbf d=\pm\mathbf d+\mathbf L_B-\mathbf L_A$ with $\mathbf d=\boldsymbol\tau_B-\boldsymbol\tau_A$. The $\mathbf L$ are equal exactly when $S$ maps the home-cell bond onto $\pm$ itself: the identity, the inversion, and the mirrors along and across the bond, $4$ of the $12$ operations. The program tests on the star of $\mathbf k_0$ that P keeps all twelve, and that O keeps these four and breaks the other eight; the largest deviation is $3.3\times10^{-4}$ Ha.

The same algebra covers the choice of home cell. Renaming $\boldsymbol\tau_n\to\boldsymbol\tau_n-\mathbf L$ means $w'_{n\mathbf R}=w_{n,\mathbf R-\mathbf L}$ and, for $m\ne n$, $\tilde H'_{mn}(\mathbf R)=\tilde H_{mn}(\mathbf R-\mathbf L)$; the separation is that of $\mathbf R-\mathbf L$ in the old labels, so P gives $H'_{mn}=H_{mn}e^{i\mathbf k\cdot\mathbf L}$ and the same bands. Moving B by $-\mathbf a_1$ leaves the P bands at $\mathbf k_0$ unchanged and changes the O bands by $1.1\times10^{-4}$ Ha.

\section{The Dirac point of the honeycomb}

\subsection{What symmetry requires}

The corner $\mathbf K=(4\pi/3a,0)$ has $\mathbf K\cdot\mathbf a_1=4\pi/3$ and $\mathbf K\cdot\mathbf a_2=2\pi/3$, so with $\zeta=e^{2\pi i/3}$,
\begin{equation}
e^{i\mathbf K\cdot\mathbf R}=\zeta^{\,2R_1+R_2},\qquad 1+\zeta+\zeta^2=0 .
\end{equation}
It lies on the grid only when $3$ divides $N$. The $120^\circ$ rotation sends $\mathbf a_1\to\mathbf a_2-\mathbf a_1$ and $\mathbf a_2\to-\mathbf a_1$, so $\boldsymbol\tau_A\to(\mathbf a_2-2\mathbf a_1)/3=\boldsymbol\tau_A-\mathbf a_1$; hence $\mathbf L_A=-\mathbf a_1$ and $\mathbf L_B=-2\mathbf a_1$. As $S\mathbf K$ differs from $\mathbf K$ by a reciprocal vector, Eq.~(\ref{eq:cov}) gives $H_{AB}(\mathbf K)=e^{-i\mathbf K\cdot\mathbf a_1}H_{AB}(\mathbf K)=\zeta H_{AB}(\mathbf K)$, so $H_{AB}(\mathbf K)=0$ in P. Inversion exchanges A and B and gives $H_{BB}(-\mathbf k)=H_{AA}(\mathbf k)$; real $\tilde H$ (tested) gives $H_{BB}(-\mathbf k)=H_{BB}(\mathbf k)^*=H_{BB}(\mathbf k)$. So $H_{AA}=H_{BB}$ everywhere, in P and also in O, where inversion survives. The two bands are $H_{AA}\pm|H_{AB}|$ and are degenerate at $\mathbf K$ in P.

\subsection{The splitting in O}

Since $H^P_{AB}(\mathbf K)=0$, $H^O_{AB}(\mathbf K)$ is the sum, over classes where the schemes differ, of $\tilde H_{AB}$ times the difference of the weighted phases. Five classes differ.

In the first, P keeps $(0,-2)$, with $\mathbf x=(\tfrac13,-\tfrac53)$ and $|\mathbf x|^2=a^2(1+25-5)/9=7d^2$, while O adds $(0,2)$, with $|\mathbf x|^2=a^2(1+49+7)/9=19d^2$. The exponents $2R_1+R_2$ are $-2\equiv1$ and $2$. The second class, $(-2,0)$ with the added $(2,0)$, has exponents $-4\equiv2$ and $4\equiv1$. In the corner class P keeps $(-3,1),(1,-3),(1,1)$ with exponents $1,2,0$ modulo $3$, and O keeps $(1,1)$. In the last two, P keeps $(-2,-1),(2,-1)$ with exponents $1,0$ and $(-1,-2),(-1,2)$ with exponents $2,0$, and O keeps the second member of each. In Ha,
\begin{align}
-0.001501\,[\tfrac12(\zeta+\zeta^2)-\zeta]&=-0.001501\,(-\tfrac{i\sqrt3}2)=+0.001300\,i,\nonumber\\
-0.001501\,[\tfrac12(\zeta+\zeta^2)-\zeta^2]&=-0.001501\,(+\tfrac{i\sqrt3}2)=-0.001300\,i,\nonumber\\
-0.000677\,[1-\tfrac13(\zeta+\zeta^2+1)]&=-0.000677,\nonumber\\
-0.000754\,[1-\tfrac12(1+\zeta)]&=-0.000754\,(\tfrac34-\tfrac{i\sqrt3}4)=-0.000566+0.000327\,i,\nonumber\\
-0.000754\,[1-\tfrac12(1+\zeta^2)]&=-0.000754\,(\tfrac34+\tfrac{i\sqrt3}4)=-0.000566-0.000327\,i.
\end{align}
The imaginary parts cancel, including both contributions of the largest element. The sum is $-0.000677-2(0.000566)=-0.00181$ Ha, and the splitting is $2|H^O_{AB}(\mathbf K)|=3.62\times10^{-3}$ Ha $=98$ meV where the exact bands and P are degenerate. This is about $4\%$ of the nearest-neighbour element $\tilde H_{AB}(\mathbf 0)=-0.0887$ Ha. In scheme F the matrix at $\mathbf K$ is not Hermitian. For the images the program keeps, its two eigenvalues differ by a mostly imaginary number of modulus $3.8\times10^{-3}$ Ha; over the possible tie-breaks the modulus ranges from $0.8\times10^{-3}$ to $5.1\times10^{-3}$ Ha.

Scheme U keeps the degeneracy, but its largest error on the grid is printed as $3.617\times10^{-3}$ Ha, the same digits as the O splitting. The equality follows from the classes involved. On the grid U overcounts each class $N_{mn}-1$ times. For AB these are three face classes, equal by the threefold rotation, and the corner class twice; all have one sign, so the error is largest at $\Gamma$, $3(0.000754)+2(0.000677)$. The O splitting is $2[0.000677+2\cdot\tfrac34(0.000754)]$, the same combination. The AA error of U, $3(0.000650)$, is smaller. The equality was derived for this geometry with $N=4$ and is not claimed beyond it.

This part has shown that weights chosen by the true separation of each orbital pair keep Hermiticity, the crystal symmetry and the degeneracy at $\mathbf K$, whereas choosing images by $|\mathbf R|$ splits the bands there by $3.62\times10^{-3}$ Ha for $N=4$. It remains to see what becomes of the Dirac cone, how accurate the schemes are, and how the weights apply to the electron-phonon element.
